# Angular 4f electron density of lanthanide ions from Stevens factors, part 2

We seek the angular number density \(\rho\), in electrons per steradian (e/sr), of \(n\) 4f electrons with one common radial function in a state \(|JM\rangle\), with \(\hbar=1\), \(x=\cos\theta\) and \(X=J(J+1)\). The charge density is \(-e\rho\) times the squared radial function. The orbitals have
\[
|Y_{3m}|^2=\frac{7}{4\pi}\frac{(3-|m|)!}{(3+|m|)!}\,(1-x^2)^{|m|}\Big(\frac{d^{|m|}P_3}{dx^{|m|}}\Big)^2,\qquad P_3=\tfrac12(5x^3-3x). \tag{1}
\]
With \(D_{mm'}=\sum_\sigma\langle a^\dagger_{m\sigma}a_{m'\sigma}\rangle\), \(\rho=\sum_{mm'}D_{mm'}Y^*_{3m}Y_{3m'}\). With \(T_k=\sum_iP_k(\cos\theta_i)\),
\[
\rho(\theta)=\frac n{4\pi}+\sum_{k=2,4,6}\frac{2k+1}{4\pi}\,q_kP_k(\cos\theta),\qquad q_k=\langle JM|T_k|JM\rangle. \tag{3}
\]
The diagonal elements \(f(M)\) of \(T_k\) obey, with \(a_M=X-M(M+1)\) and \(b_M=X-M(M-1)\),
\[
(\mathcal Df)(M)\equiv a_M[f(M)-f(M+1)]+b_M[f(M)-f(M-1)]=k(k+1)f(M). \tag{4}
\]
Hence, with \(N_2,N_4,N_6=\frac12,\frac18,\frac1{16}\),
\[
q_k=N_k\theta_k\,O_k^0(J,M),\qquad\theta_2,\theta_4,\theta_6=\alpha,\beta,\gamma, \tag{5}
\]
\[
\rho=\frac n{4\pi}+\frac1{4\pi}\Big[\frac52\,\alpha\,O_2^0P_2+\frac98\,\beta\,O_4^0P_4+\frac{13}{16}\,\gamma\,O_6^0P_6\Big]. \tag{6}
\]
The Stevens polynomials are
\[
O_2^0=3M^2-X,\qquad O_4^0=35M^4-(30X-25)M^2+3X^2-6X,
\]
\[
O_6^0=231M^6-(315X-735)M^4+(105X^2-525X+294)M^2-5X^3+40X^2-60X .
\]
They sum to zero over \(M\), and
\[
E_k(J)\equiv N_kO_k^0(J,J)=\frac{(2J)!}{2^k(2J-k)!}>0, \tag{7}
\]
\[
W_k(J)\equiv\sum_M(N_kO_k^0)^2=\frac{(2J+k+1)!}{(2k+1)\,4^k\,(2J-k)!}. \tag{8}
\]
For pure LS Hund levels, spin-up orbitals fill from \(m=3\) downward, then spin-down likewise; a full spin shell has density \(7/4\pi\). Then
\[
\theta_k(L)\,E_k(L)=\Sigma_k(n)\equiv\sum_{\rm occ}\langle3m|P_k|3m\rangle. \tag{9}
\]
For \(m=3,2,1,0\), even in \(m\), these elements are \(-\frac13,0,\frac15,\frac4{15}\) for \(k=2\), that is \((12-3m^2)/45\); \(\frac1{11},-\frac7{33},\frac1{33},\frac2{11}\) for \(k=4\); and \(-\frac5{429},\frac{10}{143},-\frac{25}{143},\frac{100}{429}\) for \(k=6\).

The projection factor is \(p_k=\theta_k(J)/\theta_k(L)\). For \(J=L+S\) (\(n\ge7\)),
\[
p_k=\frac{E_k(L)}{E_k(J)}=\frac{(2L)!\,(2J-k)!}{(2L-k)!\,(2J)!}. \tag{10}
\]
With \(C=\langle LM_L\,SM_S|JM\rangle\),
\[
\sum_{M_S}C^2\,O_k^0(L,M_L)=p_k\,O_k^0(J,M). \tag{11}
\]
The symmetry \(C^2=\frac{2J+1}{2L+1}\,\tilde C^2\), \(\tilde C=\langle JM\,S,-M_S|LM_L\rangle\), gives for \(J=L-S\) (\(n<7\))
\[
p_k=\frac{(2L+k+1)!\,(2J+1)!}{(2L+1)!\,(2J+k+1)!}. \tag{12}
\]
For \(k>2J\) or \(L=0\), \(\theta_k\) is set to zero.

## A.6 Oblate and prolate shapes

Oblate here means \(q_2<0\) and prolate \(q_2>0\), both referring to the electron cloud; the charge moment \(-e\langle r^2\rangle q_2\) has the opposite sign. At \(M=J\), \(q_2=\Sigma_2\,p_2E_2(J)/E_2(L)\), and by (7), (10), (12) the factor multiplying \(\Sigma_2\) is positive for \(J\ge1\) and \(L\ge1\), and equal to 1 when in addition \(J=L+S\). Adding \((12-3m^2)/45\) orbital by orbital gives the sign:

| \(n\), \(n+7\) | \(\Sigma_2\) | \(q_2\), light ion | \(q_2\), heavy ion |
|---|---|---|---|
| 1, 8 | \(-1/3\) | Ce \(-0.286\) | Tb \(-0.333\) |
| 2, 9 | \(-1/3\) | Pr \(-0.294\) | Dy \(-0.333\) |
| 3, 10 | \(-2/15\) | Nd \(-0.116\) | Ho \(-0.133\) |
| 4, 11 | \(+2/15\) | Pm \(+0.108\) | Er \(+0.133\) |
| 5, 12 | \(+1/3\) | Sm \(+0.206\) | Tm \(+0.333\) |
| 6, 13 | \(+1/3\) | Eu \(0\) | Yb \(+0.333\) |

In pure LS coupling the trivalent ions of Ce, Pr, Nd, Tb, Dy, Ho are oblate at \(|M|=J\), those of Pm, Sm, Er, Tm, Yb are prolate, and Eu and Gd are spherical. In each half shell the first orbital, \(m=3\), contributes \(-\frac13\), \(m=2\) adds zero and \(m=1\) adds \(+\frac15\), so the sum stays negative until the polar orbital \(m=0\) adds \(+\frac4{15}\) and changes its sign. The label belongs to the state and not to the ion: \(O_2^0\) changes sign at \(|M|=\sqrt{X/3}\), so the low-\(|M|\) states have the opposite \(q_2\), as the spherical \(M\)-average requires.

A drawn surface \(R(\theta)\propto\rho^{1/3}\) bounds a uniform body whose content per steradian, proportional to \(R^3/3\), follows \(\rho\). The constant term under the cube root is a plotting choice, here \(n/4\pi\); a smaller constant, as long as the sum stays positive, exaggerates the asphericity, so axis ratios are comparable only for the same choice, while the \(q_k\) do not depend on it. With \(P_k(1)=1\) and \(P_2(0),P_4(0),P_6(0)=-\frac12,\frac38,-\frac5{16}\), (3) gives
\[
4\pi[\rho(0)-\rho(\tfrac\pi2)]=5\cdot\tfrac32\,q_2+9\cdot\tfrac58\,q_4+13\cdot\tfrac{21}{16}\,q_6, \tag{13}
\]
in which \(q_6\) has the largest weight. The sign of \(q_2\) therefore need not agree with the pole-to-equator comparison. It agrees for all eleven aspherical ions at \(M=J\), but the program finds disagreement in 21 of the 64 states with \(M\ge0\) and \(q_2\neq0\), among them \(M=J-1\) for Ce, Nd, Pm, Ho and Er.

## A.7 Worked example: Dy\(^{3+}\), \(^6H_{15/2}\)

The level has \(n=9\), \(L=5\), \(S=\frac52\), \(J=\frac{15}2\), and the model has no adjustable parameter. The spin-down orbitals are \(m=3,2\), so by (9)
\[
\Sigma_2=-\tfrac13,\qquad\Sigma_4=\tfrac1{11}-\tfrac7{33}=-\tfrac4{33},\qquad\Sigma_6=-\tfrac5{429}+\tfrac{10}{143}=\tfrac{25}{429}.
\]
Equation (7) gives \(E_k(5)=\frac{90}4,\frac{5040}{16},\frac{151200}{64}\), hence \(\theta_k(L)=-\frac2{135},-\frac4{10395},\frac2{81081}\). At \(M=\frac{15}2\), \(O_k^0=E_k/N_k=105,\ 16380,\ 900900\), and (10) gives \(p_k=\frac37,\frac2{13},\frac6{143}\). The Stevens factors are
\[
\alpha=-\tfrac2{315}=-6.349\times10^{-3},\quad\beta=-\tfrac8{135135}=-5.920\times10^{-5},\quad\gamma=\tfrac4{3864861}=1.035\times10^{-6}.
\]
Equation (5) returns \(q_k=\Sigma_k\), for instance \(\frac12\cdot(-\frac2{315})\cdot105=-\frac13\). Multiplying by \((2k+1)/4\pi\), in e/sr,
\[
\rho=0.71620-0.13263\,P_2-0.08681\,P_4+0.06029\,P_6 .
\]
At the pole this is \(0.71620-0.13263-0.08681+0.06029=0.5570\), and at the equator \(0.71620+\frac12(0.13263)-\frac38(0.08681)-\frac5{16}(0.06029)=0.7311\). The axis ratio is \((0.5570/0.7311)^{1/3}=0.913\).

The determinant gives the same function directly. From (1), with \(P_3''=15x\) and \(s=\sin^2\theta\),
\[
\rho=\frac7{4\pi}+\frac{35}{64\pi}s^3+\frac{105}{32\pi}s^2(1-s).
\]
The pole value is \(7/4\pi=0.5570\) e/sr, the full spin shell alone. The derivative is \(d\rho/ds=\frac{105}{64\pi}(s^2+4s-6s^2)=\frac{105}{64\pi}s(4-5s)\), so the maximum lies at \(s=\frac45\), \(\theta=63.43^\circ\), where \(\rho=0.7799\) e/sr, above the equatorial value. The series cut after \(k=2\) would place the maximum at the equator. Tb\(^{3+}\) and Dy\(^{3+}\) share \(q_2\), the pole value and the equator value, because the added orbital \(m=2\) has \(\langle P_2\rangle=0\) and vanishes at \(s=0\) and \(s=1\). They differ through the constant term (\(8/4\pi\) against \(9/4\pi\)), \(q_4\) (\(+0.091\) against \(-0.121\)) and \(q_6\) (\(-0.012\) against \(+0.058\)).

For lower \(M\) only \(O_k^0\) changes. The sign of \(q_2\) turns at \(|M|=4.61\): \(O_2^0=27\) and \(q_2=-0.0857\) at \(M=\frac{11}2\), \(O_2^0=-3\) and \(q_2=+0.0095\) at \(M=\frac92\). At \(M=\frac{13}2\) the pole density is still 0.5570 e/sr. That state mixes \(M_L=5\) and \(M_L=4\); the density of each is independent of \(M_S\) and may be taken at \(M_S=S\), where the spin-down pairs are \((3,2)\) and \((3,1)\), and only \(m=0\) is nonzero at the pole. The same argument shows that \(7/4\pi\) is a lower bound on \(\rho\) for every Hund-level state with \(n\ge7\). At \(M=\frac12\), where \(q_2=+0.2000\) is largest, (13) gives
\[
7.5(0.20000)+5.625(-0.08392)+17.0625(-0.06724)=-0.119,
\]
which after division by \(4\pi\) matches \(0.6661-0.6756=-0.0095\) e/sr. The state is prolate by its quadrupole moment and yet slightly less dense at the pole than at the equator.

## A.8 Range of validity and numerical check

Equation (6) was derived for sharp \(J\) and \(M\). A crystal field that mixes \(M\) and \(M'\) can make \(D_{mm'}\) non-diagonal and add azimuthal terms with \(O_k^q\), \(|q|=|M-M'|\). Since \(|m-m'|\le6\), this requires \(|M-M'|\le6\); for values further apart the density is the weighted mean of (6) over the components, so a mixture of \(M=6\) and \(M=-6\) of Tb\(^{3+}\) has the density of \(M=6\). Mixing of different \(J\) can add matrix elements of \(T_k\) between multiplets, which no operator built from \(\mathbf J\) represents; they are nonzero between \(J=\frac52\) and \(\frac72\) of Ce\(^{3+}\) and vanish between \(J=0\) and \(1\) of Eu\(^{3+}\), while \(T_2\) does connect \(J=0\) with \(J=2\) of the same term (magnitude 0.231 at \(M=0\)), so an admixture of \(J=2\) makes Eu\(^{3+}\) aspherical. Intermediate coupling, which mixes terms at fixed \(J\), keeps (6) but replaces (9) to (12); \(\theta_k\) is then \(\langle JJ|T_k|JJ\rangle/E_k(J)\) for the actual eigenvector. Any fixed mixture of the three \(J=4\) levels of \(f^2\) obeys (5) for all \(M\), with a \(\theta_2\) that depends on the mixture and lies between \(-2.11\times10^{-2}\) and \(+8.0\times10^{-3}\); the pure levels \(^3H_4\), \(^1G_4\), \(^3F_4\) have \(-\frac{52}{2475}=-2.10\times10^{-2}\), \(-5.2\times10^{-3}\) and \(+7.9\times10^{-3}\). Admixture of configurations outside \(4f^n\) brings in other orbitals, so (9) need not give the \(\theta_k\), although a pair excitation between two s orbitals leaves them unchanged; the series (3) can extend beyond \(k=6\) only if orbitals with \(l>3\) take part. Radial functions that differ among the orbitals remove the factorization of the charge density into \(\rho\) times one squared radial function. The four-digit densities above are values of the pure LS model, and real ions deviate from them by far more than the last digit. For Pr\(^{3+}\), a Coulomb plus spin-orbit Hamiltonian in \(f^2\) with the typical values \(F^2,F^4,F^6=68878,\,50347,\,32901\) cm\(^{-1}\) and \(\zeta=752\) cm\(^{-1}\) multiplies \(\alpha,\beta,\gamma\) by about \(0.97,\,1.04,\,0.85\).

The program builds all 132 states \(|JM\rangle\) of the Hund levels of \(f^1\) to \(f^{13}\) in the determinant basis with ladder operators and compares \(\rho\) from \(D_{mm'}\) and explicit \(Y_{3m}\) with (6) point by point; the largest absolute difference on its angular grid is \(1.3\times10^{-15}\) e/sr. It also tests (4), (7), (8), the symmetry of \(C^2\) for three couplings, and (10) and (12) against the \(6j\) recoupling formula.

## Computed results

```
one electron k=2: <3m|P_k|3m>, m=3..0: -1/3 0 1/5 4/15 ; E_k(3)=15/2; theta_l=-2/45
one electron k=4: <3m|P_k|3m>, m=3..0: 1/11 -7/33 1/33 2/11 ; E_k(3)=45/2; theta_l=2/495
one electron k=6: <3m|P_k|3m>, m=3..0: -5/429 10/143 -25/143 100/429 ; E_k(3)=45/4; theta_l=-4/3861
ion3+ n L S J | alpha beta gamma (dimensionless, 0 where k>2J or L=0)
Ce 1 3 1/2 5/2 | -2/35 2/315 0
Pr 2 5 1 4 | -52/2475 -4/5445 272/4459455
Nd 3 6 3/2 9/2 | -7/1089 -136/467181 -1615/42513471
Pm 4 6 2 4 | 14/1815 952/2335905 2584/42513471
Sm 5 5 5/2 5/2 | 13/315 26/10395 0
Eu 6 3 3 0 | 0 0 0
Gd 7 0 7/2 7/2 | 0 0 0
Tb 8 3 3 6 | -1/99 2/16335 -1/891891
Dy 9 5 5/2 15/2 | -2/315 -8/135135 4/3864861
Ho 10 6 2 8 | -1/450 -1/30030 -5/3864861
Er 11 6 3/2 15/2 | 4/1575 2/45045 8/3864861
Tm 12 5 1 6 | 1/99 8/49005 -5/891891
Yb 13 3 1/2 7/2 | 2/63 -2/1155 4/27027
M=J: q2 q4 q6 (dimensionless) | rho pole, equator (e/sr) | R_pole/R_eq | shape
Ce -0.28571 +0.04762 +0.00000 | 0.00000 0.14921 | 0.0000 | oblate
Pr -0.29414 -0.07713 +0.01921 | 0.00675 0.19074 | 0.3283 | oblate
Nd -0.11570 -0.05502 -0.03590 | 0.11615 0.25858 | 0.7659 | oblate
Pm +0.10799 +0.04279 +0.01915 | 0.41173 0.30213 | 1.1087 | prolate
Sm +0.20635 +0.01876 +0.00000 | 0.49343 0.36187 | 1.1089 | prolate
Eu +0.00000 +0.00000 +0.00000 | 0.47746 0.47746 | 1.0000 | spherical
Gd +0.00000 +0.00000 +0.00000 | 0.55704 0.55704 | 1.0000 | spherical
Tb -0.33333 +0.09091 -0.01166 | 0.55704 0.73112 | 0.9133 | oblate
Dy -0.33333 -0.12121 +0.05828 | 0.55704 0.73112 | 0.9133 | oblate
Ho -0.13333 -0.09091 -0.11655 | 0.55704 0.83556 | 0.8736 | oblate
Er +0.13333 +0.09091 +0.11655 | 1.11408 0.83556 | 1.1006 | prolate
Tm +0.33333 +0.12121 -0.05828 | 1.11408 0.94001 | 1.0583 | prolate
Yb +0.33333 -0.09091 +0.01166 | 1.11408 0.94001 | 1.0583 | prolate
Nd k=2: theta_L=-2/495 projection=35/22 theta_J=-6.427916e-03
Nd k=4: theta_L=-2/16335 projection=340/143 theta_J=-2.911077e-04
Nd k=6: theta_L=-10/891891 projection=969/286 theta_J=-3.798796e-05
Dy k=2: theta_L=-2/135 projection=3/7 theta_J=-6.349206e-03 O=105 q=-1/3 coef=-0.13263 e/sr
Dy k=4: theta_L=-4/10395 projection=2/13 theta_J=-5.920006e-05 O=16380 q=-4/33 coef=-0.08681 e/sr
Dy k=6: theta_L=2/81081 projection=6/143 theta_J=1.034966e-06 O=900900 q=25/429 coef=+0.06029 e/sr
Dy: 9/4pi=0.71620 e/sr, 7/4pi=0.55704 e/sr, q2 sign change at |M|=4.6098
Dy M=15/2 rho (e/sr) at 0,30,45,60,90 deg: 0.55704 0.60872 0.70936 0.77736 0.73112
Dy M=15/2 maximum 0.77986 e/sr at 63.43 deg
Dy scan M: O2 | q2 q4 q6 | rho pole, equator (e/sr) | shape
15/2: 105 | -0.33333 -0.12121 +0.05828 | 0.55704 0.73112 | oblate
13/2: 63 | -0.20000 +0.04040 -0.10490 | 0.55704 0.80075 | oblate
11/2: 27 | -0.08571 +0.09812 -0.03497 | 0.71620 0.77091 | oblate
9/2: -3 | +0.00952 +0.08924 +0.05290 | 0.83862 0.72117 | prolate
7/2: -27 | +0.08571 +0.04484 +0.07800 | 0.86311 0.68597 | prolate
5/2: -45 | +0.14286 -0.01021 +0.04034 | 0.80746 0.67199 | prolate
3/2: -57 | +0.18095 -0.05728 -0.02241 | 0.72399 0.67206 | prolate
1/2: -63 | +0.20000 -0.08392 -0.06724 | 0.66611 0.67561 | prolate
q2 and (pole-equator) differ in sign for 21 of 64 states M>=0: Ce3/2 Pr0 Nd7/2 Nd5/2 Nd3/2 Pm3 Pm2 Tb3 Dy1/2
Ho7 Ho6 Ho4 Ho3 Er13/2 Er11/2 Er9/2 Er7/2 Er5/2 Tm4 Tm0 Yb3/2
f2 mixed J=4 state theta_2,4,6: -2.0187e-03 -9.4327e-04 -7.9806e-05
largest |rho_determinant - rho_formula| = 1.3e-15 e/sr over 132 states
```
